\section*{Exchange-averaged random anisotropy in 10 nm grains, with its first correction}

\section{The failure of the single-grain constant}

Take a magnet made of grains 10 nm across, each with a cubic anisotropy constant $K_1=8$ kJ/m$^3$ and its own random crystal axes. If $K_1$ is used as the anisotropy of the whole material, the material appears to resist rotation of its magnetization with a barrier of $K_1/4=2$ kJ/m$^3$ between easy directions, and its domain walls appear to be about 100 nm wide. Both conclusions are wrong when exchange couples the grains strongly. The magnetization then cannot follow each grain's axes, and the grains' preferences largely cancel.

The standard random-anisotropy estimate of what remains is
\begin{equation}
K_*=\frac{K_1^4D^6}{A^3},
\label{eq:main}
\end{equation}
where $D$ is the grain size and $A$ the exchange stiffness. For $A=10$ pJ/m it gives about 4 J/m$^3$. This figure belongs to a convention in which all numerical factors of order one are set to unity. The large reduction follows from the averaging; the value itself does not. The choices of these factors examined below spread it from less than 0.1 to about 8 J/m$^3$.

\section{Assumptions and the small parameter}

The unit vector $\mathbf m$ is the direction of magnetization. The exchange energy density is $A|\nabla\mathbf m|^2$. In the crystal axes of a grain the anisotropy energy density is $K_1f$, with
\begin{equation}
f=x^2y^2+y^2z^2+z^2x^2,\qquad x^2+y^2+z^2=1,
\end{equation}
where $x,y,z$ are the components of $\mathbf m$. Grains have volume $D^3$, fill space, have independent random orientations, and are joined by unbroken exchange.

Turning $\mathbf m$ by about one radian across one grain costs roughly $A/D^2$ in exchange and gains at most $K_1/3$, the full range of one grain's energy. With the numerical factor dropped, their ratio defines the small parameter:
\begin{equation}
\epsilon^2=\frac{K_1}{A/D^2}=\left(\frac{D}{L_0}\right)^2,
\qquad L_0=\sqrt{\frac{A}{K_1}} .
\end{equation}
Here $A/D^2=100$ kJ/m$^3$ against $K_1=8$ kJ/m$^3$, so $L_0=35.4$ nm and $\epsilon=0.283$. A grain cannot afford its own direction of magnetization.

\section{Leading order}

\subsection{Averaging at a common direction}

Let $N$ grains share one direction $\mathbf m$. Their mean energy density is $K_1N^{-1}\sum_i f_i$, where $f_i$ is $f$ evaluated in the axes of grain $i$. The mean of $f$ over orientations does not depend on $\mathbf m$ and exerts no torque. What matters is the fluctuation.

Squaring $x^2+y^2+z^2=1$ gives $f=(1-S)/2$ with $S=x^4+y^4+z^4$. The averages over the sphere are $\langle x^4\rangle=1/5$, $\langle x^8\rangle=1/9$ and $\langle x^4y^4\rangle=1/105$. Therefore
\begin{align}
\langle S\rangle&=\frac35,\qquad
\langle S^2\rangle=3\cdot\frac19+6\cdot\frac1{105}=\frac{41}{105},\\
\operatorname{var}f&=\frac14\left(\frac{41}{105}-\frac9{25}\right)
=\frac14\cdot\frac{16}{525}=\frac4{525}.
\end{align}
Variances of independent grains add, and the prefactor $1/N$ is squared, so the variance of the mean energy is $K_1^2(4/525)/N$. Its amplitude falls as $K_1/\sqrt N$.

To compare this amplitude with one grain, use the peak-to-valley energy over all directions, which is $K_1/3$ for a single grain. Write the average peak-to-valley energy of $N$ grains as $c\,(K_1/3)/\sqrt N$. Sampling random rotations with $N=25$, 100 and 400 gives a fitted power of $-0.489$, against $-1/2$ from the variance, and $c=1.17$ when 400 directions are searched; a finer search raises $c$ by about 1\%. Both numbers carry sampling noise, about 0.02 in the power and 1 to 2\% in $c$; for large $N$ and a fine search $c$ is close to 1.19. The conventional estimate takes $c=1$.

\subsection{Closing the estimate}

Let the common direction extend over a volume $L^3$, so $N=(L/D)^3$. The remaining anisotropy $K$ is
\begin{equation}
K=\frac{K_1}{\sqrt N}=K_1\left(\frac DL\right)^{3/2}.
\label{eq:avg}
\end{equation}
The convention identifies $L$ with the exchange length of the averaged medium, $L=\sqrt{A/K}$. Substitution gives
\begin{align}
K&=K_1D^{3/2}\left(\frac KA\right)^{3/4},\\
K^{1/4}&=\frac{K_1D^{3/2}}{A^{3/4}},\qquad
K=\frac{K_1^4D^6}{A^3}=K_* .
\end{align}
The corresponding length is
\begin{equation}
L_*=\sqrt{\frac A{K_*}}=\frac{A^2}{K_1^2D^3}.
\end{equation}
In terms of the small parameter, $K_*/K_1=\epsilon^6$ and $L_*/D=\epsilon^{-4}$. The high power comes from feedback: weaker anisotropy lengthens $L$, which brings in more grains and weakens the anisotropy again. At $D=L_0$ the formula returns $K_1$ and the averaging has ended.

For the example,
\begin{equation}
K_*=\frac{(8\times10^3)^4(10^{-8})^6}{(10^{-11})^3}\ \frac{\text J}{\text m^3}
=4.1\ \text{J/m}^3=0.0041\ \text{kJ/m}^3 .
\end{equation}
The length is $L_*=1560$ nm. The volume $L_*^3$ holds $3.8\times10^6$ grains, whose square root, 1950, is the reduction factor. Doubling $D$ at fixed $K_1$ and $A$ multiplies $K_*$ by $2^6=64$, to 262 J/m$^3$.

\subsection{The mechanism without an assumed averaging volume}

In $d$ dimensions, $N=(L/D)^d$. The same substitution gives
\begin{align}
K&=K_1D^{d/2}\left(\frac KA\right)^{d/4},\\
\left(\frac K{K_1}\right)^{(4-d)/4}&=\left(\frac D{L_0}\right)^{d/2},
\qquad
\frac K{K_1}=\left(\frac D{L_0}\right)^{2d/(4-d)} .
\end{align}
For $d=3$ the exponent is 6; for $d=1$ it is $2/3$. The one-dimensional case can be tested by finding a ground state directly. Consider a chain of planar spins with random easy axes, in which grain $i$ has energy $(\theta_{i+1}-\theta_i)^2+k\sin^2(\theta_i-\phi_i)$ in units of $A/D^2$, with $k=\epsilon^2$. The energy gained relative to a uniform direction should scale as $k\cdot k^{1/3}=k^{4/3}$.

For 15\,000 grains the gains are 0.00127 at $k=0.02$ and 0.02032 at $k=0.16$. The measured exponent is $\ln(0.02032/0.00127)/\ln 8=1.333$. The agreement in the third decimal is accidental: chains of 5000 grains with other random axes give exponents that scatter by about 0.02 around 1.34. If each spin followed its own axis without exchange cost, the gain at $k=0.02$ would be $k/2=0.01$, eight times larger. This supports the feedback argument in one dimension; it does not fix the coefficient in three.

\section{How much the unit factors matter}

Restore the factors by writing $K=cK_1(D/L)^{3/2}$ and $L=\kappa\sqrt{A/K}$. Then
\begin{equation}
K^{1/4}=c\,\kappa^{-3/2}\frac{K_1D^{3/2}}{A^{3/4}},
\qquad K=\frac{c^4}{\kappa^6}K_* .
\end{equation}
The cubic factor $c=1.17$ raises the estimate to about 8 J/m$^3$. Taking $\kappa=2$ with $c=1$ lowers it to 0.064 J/m$^3$. The meaning of $K$ matters as much. Here it is an equivalent cubic constant, whose peak-to-valley energy is $K/3$. If $K$ denotes the peak-to-valley energy itself, $c=1.17/3=0.39$ and the estimate falls to about 0.1 J/m$^3$.

Another reasonable closure minimizes exchange cost minus anisotropy gain,
\begin{equation}
e(L)=\frac A{L^2}-K_1\left(\frac DL\right)^{3/2}.
\end{equation}
Setting the derivative to zero gives
\begin{align}
-\frac{2A}{L^3}+\frac32\frac{K_1D^{3/2}}{L^{5/2}}&=0,\\
L^{1/2}=\frac{4A}{3K_1D^{3/2}},\qquad L&=\frac{16}9L_* .
\end{align}
This is a minimum, because $e$ is large and positive at small $L$ and approaches zero from below at large $L$. Equation \eqref{eq:avg} then gives $K=(9/16)^{3/2}K_*=(27/64)K_*=1.7$ J/m$^3$. An estimate of a few J/m$^3$ therefore requires $c^4/\kappa^6$ to be near 1, as it is when both factors are close to 1. Of the two factors, $\kappa$ enters with the higher power.

\section{Is the direction really common over $L_*$?}

Let $\boldsymbol\theta$ be a small tilt, with two components perpendicular to the mean direction, and let $\mathbf g$ be the gradient of $f$ along them. To leading order the energy density is $A|\nabla\boldsymbol\theta|^2+K\theta^2+K_1\mathbf g\cdot\boldsymbol\theta$, where $K=A/L^2$ holds the mean direction. Varying $\boldsymbol\theta$ gives
\begin{equation}
-2A\nabla^2\boldsymbol\theta+2K\boldsymbol\theta=-K_1\mathbf g .
\end{equation}
The varying part of $f$ is a spherical harmonic of degree $l=4$, because $S-\tfrac35r^4$, with $S$ extended to all space as a polynomial, has zero Laplacian. Hence $\langle g^2\rangle=l(l+1)\operatorname{var}f=20\cdot4/525=0.152$.

For $L\gg D$, independent grains act as white noise of strength $\langle g^2\rangle D^3$. In Fourier space each torque is divided by $2A(q^2+L^{-2})$, so
\begin{align}
\langle\theta^2\rangle
&=\frac{K_1^2\langle g^2\rangle D^3}{4A^2}
\int\frac{d^3q}{(2\pi)^3}\frac1{(q^2+L^{-2})^2}\\
&=\frac{K_1^2\langle g^2\rangle D^3}{4A^2}\cdot\frac L{8\pi}
=\frac{\langle g^2\rangle}{32\pi}\frac L{L_*}.
\label{eq:tilt}
\end{align}
The integral is $(2\pi^2)^{-1}\int_0^\infty q^2(q^2+L^{-2})^{-2}dq$, and the remaining integral equals $\pi L/4$. A lattice of $96^3$ randomly rotated cubic grains with $L=6D$ gives a variance of 0.00926 in units of $(K_1D^2/A)^2$; the formula gives 0.00909. The 2\% difference belongs to this one sample: the expected value on this lattice is 0.00946, 4\% above the continuum formula, and single samples scatter about it by roughly 3\%.

At $L=L_*$, equation \eqref{eq:tilt} gives $\langle\theta^2\rangle=0.0015$, an rms tilt of $2.2^\circ$. Using one direction in the average is justified. The smallness also carries a warning: random torques alone barely turn the magnetization over $L_*$. Extrapolating the linear law to one radian, beyond its strict range, gives a wandering length of the order of 1 mm, where \eqref{eq:avg} leaves less than $10^{-3}$ J/m$^3$. Thus $K_*$ is the residual anisotropy on the scale $L_*$, not a calculated property of the ground state. In a material where some other anisotropy holds the direction, that anisotropy helps to set $L$.

\section{The first correction: a uniform anisotropy}

Suppose a uniform anisotropy $K_u$ is added, for example by annealing in a field. It is uncorrelated with the random part, and the model adds their amplitudes in squares. This again sets a factor to unity, because a uniaxial constant $K_u$ spans an energy range $K_u$ and a cubic constant $K$ only $K/3$. The addition in squares is an assumption, and the powers and totals below depend on it:
\begin{equation}
K^2=K_u^2+K_1^2\left(\frac DL\right)^3,
\qquad L=\sqrt{\frac AK}.
\end{equation}
The last term of the first equation is $K_1^2D^3A^{-3/2}K^{3/2}=K_*^{1/2}K^{3/2}$. With $s=K/K_*$ and $u=K_u/K_*$,
\begin{equation}
s^2=u^2+s^{3/2},\qquad\text{or}\qquad s^{3/2}(s^{1/2}-1)=u^2 .
\label{eq:s}
\end{equation}
For $s>1$ the left side of the second form rises steadily from zero, so there is one positive solution for each $u>0$.

\subsection{Weak uniform anisotropy}

Put $s=1+\delta$ with small $\delta$ and expand both powers:
\begin{align}
(1+2\delta+\delta^2)-\left(1+\tfrac32\delta+\tfrac38\delta^2\right)&=u^2,\\
\tfrac12\delta+\tfrac58\delta^2&=u^2 .
\end{align}
The first approximation is $\delta=2u^2$. Inserting it in the quadratic term gives $\delta=2u^2-5u^4$ to the next order. Hence
\begin{equation}
K=K_*+\frac{2K_u^2}{K_*}+\cdots,\qquad K_u\ll K_* .
\end{equation}
Without feedback, adding squares would give $K_u^2/(2K_*)$. The shorter averaging length makes the correction four times larger. The next term is $5u^2/2$ relative to the first, which reaches 10\% at $u=0.2$, or $K_u\approx0.8$ J/m$^3$. The range of this expansion is narrow.

\subsection{Strong uniform anisotropy}

For $u\gg1$ the leading solution is $s=u$. Try $s=u+au^{1/2}+b$. Then
\begin{align}
s^2&=u^2+2au^{3/2}+(a^2+2b)u+\cdots,\\
s^{3/2}&=u^{3/2}+\tfrac32au+\cdots .
\end{align}
Matching $u^{3/2}$ in \eqref{eq:s} gives $2a=1$. Matching $u$ gives $\frac14+2b=\frac34$, so $b=\frac14$. Therefore
\begin{equation}
K=K_u+\tfrac12\sqrt{K_uK_*}+\tfrac14K_*+\cdots .
\end{equation}
In this model the first random contribution goes as $\sqrt{K_*}\propto D^3$, not $D^6$. Two things set the power. $K_u$ now fixes the averaging length, so the random amplitude goes as $D^{3/2}$; the addition in squares then doubles that power. The peak-to-valley energy behaves differently. A uniaxial anisotropy leaves all directions perpendicular to its axis equal in energy, and the random part raises some of them in proportion to its amplitude, so that contribution goes as $D^{3/2}$.

For $K_u=10$ J/m$^3$, $u=2.4$ and the three terms give $10+3.2+1.0=14.2$ J/m$^3$. The numerical solution is 14.6 J/m$^3$. The weak-anisotropy formula would give about 53 J/m$^3$, far outside its range. The length falls from 1560 to 828 nm, and the random amplitude rises from 4.1 to 10.6 J/m$^3$. Added in squares to 10 J/m$^3$, this gives the total.

\section{The estimate beside a real material}

The parameters are in the rough range of soft nanocrystalline alloys with iron-silicon grains in an amorphous matrix. Such materials break the assumption that random crystal anisotropy acts alone. In the unit-factor model an induced anisotropy of 10 J/m$^3$ moves the total from 4.1 to 14.6 J/m$^3$. If the random part is counted by its peak-to-valley energy, with $c=0.39$, the same sum of squares gives about 10.5 J/m$^3$ and the induced part dominates. The peak-to-valley energy itself grows linearly with the random amplitude; at this averaging length its mean is about 11.4 J/m$^3$, again mostly induced. A magnetostriction of 1 ppm under 10 MPa contributes $\frac32\lambda\sigma=15$ J/m$^3$, also more than $K_*$. Magnetostriction can be neglected where $\lambda\sigma$ is small compared with the total of the other anisotropies, which is not the case here.

The grains also do not fill space. If a fraction $p$ is crystalline and the matrix has the same $A$, only $pN$ of $N$ cells contribute. The amplitude gains a factor $\sqrt p$, and its fourth power gives $p^2$. For $p=0.75$ the estimate is 2.3 J/m$^3$. A size spread acts the other way: larger grains weigh more, and $D^3$ is replaced by $\langle D^6\rangle/\langle D^3\rangle$. For a lognormal distribution with median $D$ and logarithmic standard deviation 0.2, this ratio exceeds $D^3$ by $\exp(13.5\times0.2^2)=1.72$. Since $K_*\propto(D^3)^2$, the estimate rises to 12 J/m$^3$. Part of the rise comes from the larger mean grain volume at fixed median size; at fixed mean volume the estimate is 8.4 J/m$^3$.

Magnetostatic energy has a scale of 573 kJ/m$^3$ at a polarization of 1.2 T. In the linear problem it adds a positive cost to tilts that create magnetic charge, so it reduces the tilt found above, though only by about half in variance, because at each wave vector one of the two tilt components carries no charge. That tilt is the static one: at 300 K the same lattice model gives a thermal tilt of about $6^\circ$ rms on the scale of a grain, larger but still small. At 300 K, $K_1D^3$ is only $1.9\,k_BT$, too little to hold an isolated grain's direction; $AD$ is $24\,k_BT$, and $K_*L_*^3$ is about $3800\,k_BT$. Stability thus depends on the coupling. If heating destroys magnetic order in the matrix, the assumption of unbroken exchange fails and \eqref{eq:main} no longer applies.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Grain anisotropy K1: 8.0 kJ/m3
Grain size D: 10.0 nm
Exchange stiffness A: 10.0 pJ/m
Single-grain exchange energy density A/D^2: 100.0 kJ/m3
Bare exchange length L0: 35.36 nm
Ratio D/L0: 0.2828
Averaged anisotropy, unit factors: 4.096 J/m3
Averaged anisotropy, unit factors: 0.004096 kJ/m3
Reduction factor K1/K_avg: 1953.1
Exchange length L: 1562.5 nm
Grains in L^3: 3.8147e+06
Square root of grain number: 1953.1
Averaged anisotropy for doubled D: 262.1 J/m3
Energy-minimum variant: 1.728 J/m3
Fitted power of N in cubic average: -0.489
Cubic amplitude factor c: 1.173
Estimate with this c: 7.75 J/m3
Estimate with length factor kappa = 2: 0.0640 J/m3
Chain couplings k: 0.02 and 0.16
Chain gains (units A/D^2): 0.00127 and 0.02032
Chain exponent, measured: 1.333
Chain exponent, scaling argument: 1.333
Torque variance, sampled: 0.1524
Torque variance, 80/525: 0.1524
Lattice test length: 6.0 grain sizes
Lattice tilt variance (scaled): 0.00926
Formula tilt variance (scaled): 0.00909
Mean-square tilt at L: 0.001516 rad^2
Rms tilt at L: 2.23 degrees
Extrapolated wandering length: 1.03 mm
Random average at that length: 2.42e-04 J/m3
Crystalline fraction: 0.75
Estimate with this fraction: 2.30 J/m3
Log-standard deviation of grain size: 0.20
Volume factor, sampled: 1.758
Volume factor, formula: 1.716
Estimate with size spread: 12.06 J/m3
Uniform induced anisotropy Ku: 10.0 J/m3
Total anisotropy with Ku: 14.59 J/m3
Random part with Ku: 10.62 J/m3
Exchange length with Ku: 828 nm
Magnetostriction constant: 1.0 ppm
Residual stress: 10.0 MPa
Magnetoelastic anisotropy: 15.0 J/m3
Magnetic polarization: 1.2 T
Magnetostatic energy scale: 573 kJ/m3
Temperature: 300 K
K1 D^3 / kT: 1.93
A D / kT: 24.1
K_avg L^3 / kT: 3772
\end{verbatim}
